\section*{The guaranteed mid-spectrum state of a single vacancy in bipartite lattices}

\section{What fails without the result}

Consider a code that deletes one atom from a nearest-neighbour model with two equal sublattices, hopping only between them, and then solves $(H-\varepsilon)x=y$ at the common site energy $\varepsilon$. The solve breaks down, or returns numbers dominated by rounding, even when the same call worked for the intact lattice. Diagonalization shows why: at least one level sits at $\varepsilon$. Discarding it as a numerical fault would remove a genuine state of the model.

The singularity follows from counting sites. On a finite lattice with two equal sublattices, removing one site leaves a state at $\varepsilon$ that lives entirely on the sublattice opposite to the removed site. This appendix proves the statement, gives ways to compute the state, and sizes the effects that move it.

\section{Assumptions and statement}

The lattice has $n$ sites on sublattice $A$ and $n$ on sublattice $B$, with one orbital per site and an orthonormal basis. All site energies equal $\varepsilon$, and hopping connects $A$ only to $B$. The hopping elements may differ in size and may be complex. Removal deletes one orbital and changes nothing else. The algebra is in atomic units; numerical energies are in eV and lengths in angstrom.

Let $a$ be the removed site, taken on $A$. The result has three parts:
\begin{enumerate}
\item The $2n-1$ remaining levels are symmetric about $\varepsilon$.
\item The $n$-th level in ascending order equals $\varepsilon$.
\item At least one eigenstate at $\varepsilon$ has zero amplitude on every remaining $A$ site.
\end{enumerate}
Exchanging the names $A$ and $B$ covers the other case. The result does not say that the state is new, unique or close to the vacancy. Section 4 gives a condition under which it is new and unique, and then a lower bound on its weight next to the vacancy.

\section{Proof}

\subsection{Block form}

List the $A$ amplitudes first and the $B$ amplitudes second. Let $T$ be the $n\times n$ block of hopping elements $T_{ij}=H_{ij}$ with $i$ on $A$ and $j$ on $B$. Deleting site $a$ deletes one row of $T$ and leaves the $(n-1)\times n$ matrix $T'$. The damaged lattice obeys
\begin{equation}
K\equiv H-\varepsilon=
\begin{pmatrix}0&T'\\ T'^\dagger&0\end{pmatrix},\qquad
K\begin{pmatrix}\chi\\ \phi\end{pmatrix}
=\begin{pmatrix}T'\phi\\ T'^\dagger\chi\end{pmatrix}.
\label{block}
\end{equation}
The diagonal blocks vanish because the site energies are equal and no hopping joins sites of the same sublattice.

\subsection{Existence}

A state on $B$ alone has $\chi=0$. By (\ref{block}) it has energy $\varepsilon$ if and only if
\begin{equation}
T'\phi=0 .
\label{null}
\end{equation}
These are $n-1$ homogeneous equations, one per remaining $A$ site, for $n$ unknowns. Such a system has a nonzero solution, by induction on the number of equations. With no equations, any nonzero $\phi$ will do. Otherwise look at the last unknown. If it appears in no equation, set it to one and the others to zero. If it appears in some equation, use that equation to eliminate it from the rest. This leaves one equation fewer and one unknown fewer, so the unknowns still outnumber the equations. The smaller system has a nonzero solution by the induction hypothesis, and the equation set aside then fixes the eliminated unknown. This proves part 3.

Physically, (\ref{null}) says that the waves arriving at each remaining $A$ site from its $B$ neighbours cancel. The vacancy removes one cancellation condition but no $B$ amplitude.

\subsection{Position in the spectrum}

Let $\Gamma$ reverse the sign of every $A$ amplitude and leave the $B$ amplitudes alone. Each nonzero element of $K$ joins $A$ to $B$ and so acquires one minus sign:
\begin{equation}
\Gamma K\Gamma=-K .
\end{equation}
If $K\psi=x\psi$, then, because $\Gamma^2=1$,
\begin{equation}
K\Gamma\psi=\Gamma(\Gamma K\Gamma)\psi=-\Gamma K\psi=-x\,\Gamma\psi .
\end{equation}
Levels at $\varepsilon+x$ and $\varepsilon-x$ therefore occur in pairs, with equal multiplicity. This is part 1.

Let $r$ be the rank of $T'$, which is also the rank of $T'^\dagger$. By (\ref{block}), $K\psi=0$ splits into $T'\phi=0$ and $T'^\dagger\chi=0$. The numbers of independent solutions are
\begin{equation}
N_B=n-r,\qquad N_A=(n-1)-r,\qquad N_B-N_A=1 .
\label{index}
\end{equation}
There are thus $N_A+N_B=2n-1-2r$ levels at $\varepsilon$. The other $2r$ levels form pairs, $r$ below and $r$ above. In ascending order, the levels numbered $r+1$ to $2n-1-r$ equal $\varepsilon$. Since $r\le n-1$, both $r+1\le n$ and $n\le 2n-1-r$ hold, so the $n$-th level is among them. This is part 2.

These statements were tested by full diagonalization of 300 random bipartite lattices with $n$ from 2 to 7, complex hoppings and one random site removed. Of these, 169 already had a level at $\varepsilon$ when intact. In every case the $n$-th level was $\varepsilon$ to within $10^{-10}$ in the model's energy unit, and the state counts on the two sublattices differed by one.

\section{When the state belongs to the vacancy}

\subsection{Intact lattice without a level at the site energy}

The intact lattice has no level at $\varepsilon$ exactly when $T$ is invertible. Its $n$ rows are then independent, so the $n-1$ rows of $T'$ are independent too, and $r=n-1$. Equation (\ref{index}) gives $N_B=1$ and $N_A=0$: the state is unique.

It can be found from the intact matrix. By (\ref{null}), the vector $T\phi$ vanishes at every $A$ site except possibly $a$. With $e_a$ the unit vector at $a$,
\begin{equation}
T\phi=c\,e_a,\qquad \phi=c\,T^{-1}e_a,\qquad
|c|=\frac{1}{\|T^{-1}e_a\|}.
\label{inverse}
\end{equation}
The last equality is the normalization $\|\phi\|=1$. The number $c$ cannot vanish, since $\phi$ would vanish with it. Written out, the component at $a$ is
\begin{equation}
c=\sum_{b}T_{ab}\,\phi_b ,
\label{sumrule}
\end{equation}
where only the neighbours of $a$ contribute. At least one of them therefore carries weight. The Cauchy--Schwarz inequality gives a lower bound on their total weight $w$:
\begin{equation}
w=\sum_{b\,\mathrm{near}\,a}|\phi_b|^2\ \ge\
\frac{|c|^2}{\sum_b|T_{ab}|^2}.
\label{bound}
\end{equation}

\subsection{Intact lattice with such a level}

If $T$ is singular, the state may have existed before the removal. Take a ring of four sites $A_1,B_1,A_2,B_2$ with every hopping element equal to $-t$. Removing $A_1$ gives
\begin{equation}
T=-t\begin{pmatrix}1&1\\1&1\end{pmatrix},\qquad
T'=-t\begin{pmatrix}1&1\end{pmatrix},\qquad
\phi=\frac{1}{\sqrt2}\begin{pmatrix}1\\-1\end{pmatrix}.
\end{equation}
The same $\phi$ also satisfies $T\phi=0$, so it was already a state of the ring. Relative to $\varepsilon$, the ring has levels $-2t,0,0,2t$, and the remaining chain has $-\sqrt2\,t,0,\sqrt2\,t$. The removal lowered the number of levels at $\varepsilon$ from two to one.

The state may even lie on a different fragment. Let the lattice consist of two separate chains, $A$--$B$--$A$ and $B$--$A$--$B$. Removing an end $A$ site from the first leaves a pair with levels $\varepsilon\pm t$. The guaranteed state is then the one with amplitudes $(1,0,-1)/\sqrt2$ on the second chain, which the removal never touched.

\section{Computing the state}

For invertible $T$, solve $Tx=e_a$ and normalize $x$. If $T$ may be singular, use the singular value decomposition of $T'$ and keep the right singular vectors with zero singular value, together with the last one, which has no entry in the list of $n-1$ singular values and always solves (\ref{null}). The full set of $n$ right vectors must be requested. A reduced decomposition of an $(n-1)\times n$ matrix returns only $n-1$ of them, and for $r=n-1$ the missing one is the wanted state. Many routines return the right vectors as rows of a conjugate-transposed matrix, so for complex hoppings each row must be conjugated.

If the whole of $H$ is diagonalized and several levels coincide at $\varepsilon$, the solver may return mixtures of $A$ and $B$ states. Diagonalizing $\Gamma$ within that degenerate space separates them: eigenvalue $+1$ marks states on $B$ and $-1$ states on $A$.

\section{Which assumptions can be relaxed}

\subsection{Changes that keep the state}

Equation (\ref{null}) holds for any values of the $A$--$B$ hoppings, so bond disorder changes $\phi$ but not its energy. Unequal energies on the remaining $A$ sites are also harmless. Let $D$ be the diagonal matrix of their deviations from $\varepsilon$. Then
\begin{equation}
\begin{pmatrix}D&T'\\T'^\dagger&0\end{pmatrix}
\begin{pmatrix}0\\ \phi\end{pmatrix}
=\begin{pmatrix}T'\phi\\0\end{pmatrix}=0 .
\end{equation}
The state never samples $D$. What the existence proof needs is equal energies on the $B$ sites and no hopping among them. The mirror symmetry of the spectrum was proved only for $D=0$ and is in general lost otherwise.

For invertible $T$ the state also remains the $n$-th level. Choose a $B$ basis made of $\phi$ and its orthogonal complement. In it $T'=(M\;\;0)$ with $M$ square and invertible, and apart from the level of $\phi$ there remains the block
\begin{equation}
K_s=\begin{pmatrix}sD&M\\M^\dagger&0\end{pmatrix},\qquad
|\det K_s|=|\det M|^2\neq0 .
\end{equation}
As $s$ grows from 0 to 1 no level of $K_s$ can cross zero. The $n-1$ levels on each side at $s=0$ therefore stay on their sides.

Overlap between neighbouring orbitals turns the problem into $H\psi=ES\psi$, with $S$ equal to one on the diagonal and to $S'$ in the $A$--$B$ block. At $E=\varepsilon$ the diagonal blocks of $H-\varepsilon S$ vanish, and a $B$ state must satisfy
\begin{equation}
(T'-\varepsilon S')\phi=0 .
\end{equation}
These are again $n-1$ equations for $n$ unknowns, so a level at $\varepsilon$ survives.

\subsection{Changes that move the state}

A perturbation $\lambda W$ acting within $B$ breaks the proof. For a nondegenerate, normalized state $\psi$, differentiate $E=\langle\psi|H+\lambda W|\psi\rangle$. The terms containing $\psi'=d\psi/d\lambda$ add up to $E(\langle\psi'|\psi\rangle+\langle\psi|\psi'\rangle)$, which is zero because the norm is fixed. Hence
\begin{equation}
\frac{dE}{d\lambda}=\langle\psi|W|\psi\rangle ,\qquad
\Delta E\simeq\lambda\langle\psi|W|\psi\rangle .
\label{first}
\end{equation}

\subsection{A second vacancy}

Removing two $A$ sites leaves $n-2$ equations for $n$ unknowns, hence at least two states at $\varepsilon$. For invertible $T$ the $n-2$ rows are independent and there are exactly two.

Removing $a$ and a site $b$ on $B$ leaves a square block $T''$, and the guarantee is lost. A solution of $T''\phi''=0$, extended by a zero at $b$, solves (\ref{null}). For invertible $T$ that solution is unique up to a factor. A level at $\varepsilon$ therefore survives if and only if the single-vacancy state has $\phi_b=0$.

\section{Worked example: a damaged graphene flake}

\subsection{Levels and state}

The model describes the $\pi$ electrons of a hexagonal graphene flake with 150 carbon sites, 75 per sublattice, and hydrogen-terminated zigzag edges. The bond length is 1.42 angstrom. Neighbour elements are $-t$ with $t=2.70$ eV (0.0992 hartree), and $\varepsilon=0$. One $A$ site of the central hexagon is removed.

The intact flake has a gap of 0.846 eV centred on zero, so $T$ is invertible and the vacancy state is unique. In the damaged flake, level 75 of 149 lies at zero to rounding error, and its weight on $A$ is also zero to rounding error. Diagonalization and (\ref{inverse}) gave the same state in a test, with an overlap of one to within $10^{-10}$.

The adjacent levels lie at $\pm0.423$ eV (0.0155 hartree), where the intact gap edges were. This has a simple cause. The intact level at 0.423 eV is doubly degenerate, so some combination of its two states vanishes at the removed site. That combination still satisfies the eigenvalue equation on all remaining sites.

The amplitudes on the three neighbours of the vacancy are 0.3024, 0.3024 and 0.2487. Their weight is
\begin{equation}
w=2(0.3024)^2+(0.2487)^2=0.245 ,
\end{equation}
and their sum is 0.8535. By (\ref{sumrule}), $|c|=2.70\times0.8535=2.30$ eV. The bound (\ref{bound}) becomes $w\ge(0.8535)^2/3=0.243$, which the actual weight barely exceeds because the three amplitudes are nearly equal.

The state is enhanced near the vacancy but far from confined to it. Of the 75 $B$ sites, the 12 within 5 angstrom of the vacancy carry 43\% of the weight, and the root-mean-square distance is 6.9 angstrom, against 8.0 angstrom for a state spread evenly over $B$. The 15 $B$ sites on the edge carry 25\% of the weight. The state also depends on the size of the flake. For 54, 150 and 294 sites the neighbour weight is 0.319, 0.245 and 0.189, and the next level lies at 0.924, 0.423 and 0.196 eV. Much of this trend comes from the zigzag edges. The weight of the state on edge sites is 0.248, 0.306, 0.415 and 0.550 for 150, 294, 486 and 726 sites, so in large zigzag flakes the guaranteed state lies mostly away from the vacancy. In hexagons with armchair edges the neighbour weight falls slowly: 0.290, 0.262 and 0.245 for 114, 222 and 366 sites. A result from one flake should not be quoted as that of an extended sheet.

With one $\pi$ electron per remaining site there are 149 electrons. Without interactions, 148 fill the 74 lower levels in pairs and one occupies the mid-level. A code that assumes pairwise filling cannot represent this ground state.

One random draw of energies within $\pm1$ eV on the $A$ sites left both the level and the state unchanged, while the mirror symmetry of the spectrum was lost: the largest mismatch in that draw was 0.18 eV, and other draws give other values. Removing a second $A$ site gave two levels at zero. Removing instead a $B$ neighbour of amplitude 0.3024 left none: the levels nearest zero were at $\pm0.384$ eV.

\subsection{Size of the neglected effects}

The strengths below are rough round values, applied one at a time with $t$ fixed.

\emph{Changed site energies.} Raising the three neighbours by 0.5 eV gives, by (\ref{first}), $0.5\times0.245=0.122$ eV. Full diagonalization gives 0.119 eV.

\emph{Rebonding.} An element of $-0.7$ eV between the two equivalent neighbours joins $B$ to $B$. It enters $\langle\psi|W|\psi\rangle$ twice, once in each direction:
\begin{equation}
\Delta E\simeq-2\times0.7\times(0.3024)^2=-0.128\ \mathrm{eV}.
\end{equation}
Full diagonalization gives $-0.125$ eV.

\emph{Second-neighbour hopping.} Elements of $-0.1$ eV between all second neighbours raise the level by 0.202 eV, the largest shift of the three. Most of this is a common displacement: the midpoint of the two adjacent levels rises by 0.236 eV. Relative to that midpoint the state moves by only $-0.033$ eV.

\emph{Repulsion.} Let two electrons on one site cost an energy $U$. Let $C$ be the energy with the lower levels full and the mid-level empty, and $V$ the repulsion between one mid-level electron and the filled levels. To first order in $U$, with zero, one and two electrons in the mid-level,
\begin{align}
E_0&=C,\qquad E_1=C+\varepsilon+V,\\
E_2&=C+2\varepsilon+2V+U\sum_i|\psi_i|^4 .
\end{align}
The last term is $U$ times the probability that both electrons occupy the same site. With on-site repulsion only, the cost of moving an electron from one such singly occupied flake to another, far away, is
\begin{equation}
E_2+E_0-2E_1=U\sum_i|\psi_i|^4 .
\label{repulsion}
\end{equation}
For the three-site chain of Section 4 the sum is $2\times(1/\sqrt2)^4=1/2$. An exact many-electron calculation at $U=10^{-3}t$ also gave $0.500\,U$. For the flake the sum is 0.0443, and $U=4$ eV gives 0.18 eV. Since this $U$ exceeds $t$, the figure is a rough estimate: unrestricted mean-field total energies for 148, 149 and 150 electrons give 0.28 eV at the same $U$. Both figures cover only the on-site part. Repulsion between electrons on different sites is left out. Two electrons 10 angstrom apart repel by 1.4 eV without screening, so for a state this spread out the omitted part can be much larger than 0.18 eV.

\emph{Temperature.} At 300 K the thermal energy is 0.026 eV, about one sixteenth of the distance to the next level. Thermal excitation out of the mid-level is therefore weak in this flake. The margin shrinks as the flake grows.

\subsection{Comparison with real damaged graphene}

The bond length and hopping are typical of graphene. The flake is much smaller than an implanted sheet, and its gap depends on both its size and its edge shape. The lowest empty level of the intact flake has 62\% of its weight on the 30 zigzag edge sites, and armchair hexagons with 114 and 222 sites have larger gaps, 1.57 and 1.14 eV. Ion damage also breaks the assumptions of the proof. The missing atom leaves dangling $\sigma$ orbitals, which the model omits, and the neighbours can relax so that two of them move closer together. For the strengths chosen here, rebonding and changed site energies each move the level by about 0.12 eV, more than a quarter of the distance to the next level. The zero of energy is therefore a property of the ideal model and not a predicted defect level.

Refilling the site with carbon restores the intact matrix and its 0.846 eV gap. This is the model's picture of a successful anneal; it contains no barrier, rate or annealing temperature. An atom with a different site energy or different hoppings would not restore that matrix.

The main computed values are listed in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
random lattices tested: 300; singular when intact: 169
4-ring levels / t: -2.000 0.000 0.000 2.000
after removal, levels / t: -1.414 0.000 1.414
chain mid-state weights: 0.500 0.000 0.500
bond length: 1.42 angstrom
hopping t: 2.70 eV = 0.09922 hartree
intact sites: 150; per sublattice: 75
sites left: 149; A: 74; B: 75
intact gap: 0.8461 eV
intact two levels above centre: 0.4231, 0.4231 eV
mid-level number: 75 of 149
mid-level |energy|: 2.5e-16 eV (rounding error)
next level above: 0.4231 eV = 0.01555 hartree
next level below: -0.4231 eV
weight on B: 1.000000
weight on A: 4.1e-29 (rounding error)
amplitudes on 3 neighbours: 0.3024 0.3024 0.2487
sum of these amplitudes: 0.8535
weight on 3 neighbours: 0.2447
weight within 5 angstrom: 0.4329
rms distance from vacancy: 6.882 angstrom
flake 54 sites: neighbour weight 0.3189, next level 0.9235 eV
flake 150 sites: neighbour weight 0.2447, next level 0.4231 eV
flake 294 sites: neighbour weight 0.1890, next level 0.1960 eV
A-energy disorder +-1 eV: largest mirror mismatch 0.178 eV
two A vacancies: 2 mid-levels
A and B vacancies 1.42 angstrom apart: lowest |energy| 0.3843 eV
second-neighbour hopping, strength 0.1 eV:
  first-order shift 0.2024 eV, full shift 0.2024 eV
  midpoint of adjacent levels 0.2359 eV, offset from it -0.0334 eV
site energy of 3 neighbours, strength 0.5 eV:
  first-order shift 0.1224 eV, full shift 0.1188 eV
  midpoint of adjacent levels 0.0047 eV, offset from it 0.1141 eV
rebonding of 2 neighbours, strength 0.7 eV:
  first-order shift -0.1280 eV, full shift -0.1247 eV
  midpoint of adjacent levels 0.0066 eV, offset from it -0.1313 eV
3-site exact addition gap / U: 0.5000; first order: 0.5000
sum of psi^4 in flake: 0.0443
repulsion U: 4.0 eV; first-order addition gap: 0.1772 eV
thermal energy at 300 K: 0.0259 eV
next level / thermal energy: 16.4
\end{verbatim}
